**Helium variational Monte Carlo: local energy and the effect of each cusp**

The program tests the closed local energy of a helium trial function with orbital exponent α, nuclear slope κ and range parameter γ, and electron–electron slope b and range parameter β, in Rydberg atomic units. The cusp conditions are κ = Z and b = 1/2. It asserts agreement of the local energy with a finite-difference Hamiltonian, and of the bare-product energy and variance formulas with three-dimensional quadrature. It also asserts the leading short-range laws for the fall in variance, the tail law for close electron pairs, and the bounds on the local energy when both cusps are present. Metropolis energies must agree with quadrature within 4.5 standard errors, and sampled variances within 4% for both cusps and 20% otherwise. At α = 27/16 the variance falls from 3.589 Ry² without cusps to 2.621 with the nuclear cusp, 1.505 with the electron cusp and 0.124 with both. In the bare product, setting α = Z instead raises the variance to 4.417 Ry². The two-cusp energy is −5.791 Ry, a variational value for this limited function.

## Numerical verification

```python
# RESULT UNDER TEST: closed local energy of a Pade-Jastrow helium function, and
# the effect of its nuclear and electron-electron cusps on the energy variance.
# Rydberg atomic units: H = -lap1 - lap2 - 2Z/r1 - 2Z/r2 + 2/r12 (Ry, bohr).
# ln psi = f(r1) + f(r2) + u(r12),
# f(r) = -alpha r - (kappa-alpha) r/(1+gamma r),   u(r) = b r/(1+beta r).
# Cusps: kappa = Z at the nucleus, b = 1/2 between the electrons.
# A parameter tuple is (alpha, kappa, gamma, b, beta).
# The short-range laws state the leading fall of the variance for large
# gamma or beta; quadrature of the full local energy tests them.
import numpy as np
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import physical_constants

Z = 2.0
ALPHA = 27 / 16
rng = np.random.default_rng(20240)


def log_psi(r1, r2, r12, par):
    alpha, kappa, gamma, b, beta = par
    c = kappa - alpha
    return (-alpha * (r1 + r2) - c * r1 / (1 + gamma * r1)
            - c * r2 / (1 + gamma * r2) + b * r12 / (1 + beta * r12))


def local_energy(r1, r2, r12, par):
    alpha, kappa, gamma, b, beta = par
    c = kappa - alpha
    q1, q2, q = 1 / (1 + gamma * r1), 1 / (1 + gamma * r2), 1 / (1 + beta * r12)
    df1, df2, du = -alpha - c * q1 * q1, -alpha - c * q2 * q2, b * q * q
    cos1 = (r1 * r1 + r12 * r12 - r2 * r2) / (2 * r1 * r12)
    cos2 = (r2 * r2 + r12 * r12 - r1 * r1) / (2 * r2 * r12)
    nuclear = ((2 * (alpha - Z) + 2 * c * q1 * q1 * q1) / r1
               + (2 * (alpha - Z) + 2 * c * q2 * q2 * q2) / r2)
    pair = (2 - 4 * b * q * q * q) / r12
    return (nuclear + pair - df1 * df1 - df2 * df2 - 2 * du * du
            - 2 * du * (df1 * cos1 + df2 * cos2))


def distances(x):
    # x has shape (2, 3, number of configurations)
    d = x[0] - x[1]
    return (np.sqrt((x[0] * x[0]).sum(0)), np.sqrt((x[1] * x[1]).sum(0)),
            np.sqrt((d * d).sum(0)))


# Local energy against a fourth-order finite-difference Hamiltonian
def psi_at(v):
    return np.exp(log_psi(*distances(v.reshape(2, 3, 1)), test_par))[0]


test_par = (1.6, 1.9, 0.7, 0.4, 0.3)
h = 2e-3
fd_error, tested = 0.0, 0
while tested < 8:
    v = rng.normal(size=6)
    r1, r2, r12 = [t[0] for t in distances(v.reshape(2, 3, 1))]
    if min(r1, r2, r12) < 0.4:
        continue
    centre, lap = psi_at(v), 0.0
    for k in range(6):
        e = np.zeros(6)
        e[k] = h
        lap += (-psi_at(v + 2 * e) + 16 * psi_at(v + e) - 30 * centre
                + 16 * psi_at(v - e) - psi_at(v - 2 * e)) / (12 * h * h)
    direct = -lap / centre - 2 * Z / r1 - 2 * Z / r2 + 2 / r12
    fd_error = max(fd_error, abs(direct - local_energy(r1, r2, r12, test_par)))
    tested += 1
assert fd_error < 1e-5


# Quadrature in r12, r1+r2-r12 and (r1-r2)/r12, with nodes clustered at
# the coalescences; exchange symmetry halves the domain.
def make_grid(n):
    y, w = np.polynomial.legendre.leggauss(n)
    y, w = (y + 1) / 2, w / 2
    radial, jac = (y / (1 - y))**2, 2 * y / (1 - y)**3
    p, s, x = np.meshgrid(radial, radial, y, indexing="ij")
    wt = ((w * jac)[:, None, None] * (w * jac)[None, :, None]
          * (2 * y * w)[None, None, :])
    r1, r2 = (p + s * x * x) / 2, (p + s * (2 - x * x)) / 2
    keep = p + s < 40
    return r1[keep], r2[keep], s[keep], (wt * r1 * r2 * s * s)[keep]


def moments(par, grid):
    r1, r2, r12, wt = grid
    prob = wt * np.exp(2 * log_psi(r1, r2, r12, par))
    prob /= prob.sum()
    el = local_energy(r1, r2, r12, par)
    mean = (prob * el).sum()
    return mean, (prob * (el - mean)**2).sum()


grid, fine = make_grid(40), make_grid(56)


def bare(alpha):
    return (alpha, alpha, 1.0, 0.0, 1.0)


def bare_energy(alpha):
    return 2 * alpha**2 - 4 * Z * alpha + 5 * alpha / 4


def bare_variance(alpha):
    d = alpha - Z
    return alpha**2 * (8 * d * d + 2 * d + 53 / 48)


for a in (1.5, ALPHA, Z):
    e, v = moments(bare(a), fine)
    assert abs(e - bare_energy(a)) < 1e-5
    assert abs(v - bare_variance(a)) < 2e-4
bare_screened = moments(bare(ALPHA), fine)[1]
bare_nuclear = moments(bare(Z), fine)[1]
assert bare_nuclear > bare_screened

# Short-range laws; the 10 percent margin covers the next order, which is
# smaller by log(range parameter)/(range parameter) times system constants.
law_n = 128 / 5 * ALPHA**3 * (Z - ALPHA)**2
law_e = 8 / 5 * ALPHA**3
law_double = 2 * ALPHA**3 * (2 - 4 / 5)
law_rows = []
for g in (100.0, 1000.0):
    drop_n = g * (bare_screened - moments((ALPHA, Z, g, 0.0, 1.0), fine)[1])
    drop_e = g * (bare_screened - moments((ALPHA, ALPHA, 1.0, 0.5, g), fine)[1])
    drop_d = g * (bare_screened - moments((ALPHA, ALPHA, 1.0, 1.0, g), fine)[1])
    law_rows.append((g, drop_n, drop_e, drop_d))
assert abs(drop_n / law_n - 1) < 0.10
assert abs(drop_e / law_e - 1) < 0.10
assert abs(drop_d / law_double - 1) < 0.10

# Tail of the uncured pair term, from direct sampling of the bare product
count, threshold = 2_000_000, 20.0
ra = rng.gamma(3, 1 / (2 * ALPHA), count)
rb = rng.gamma(3, 1 / (2 * ALPHA), count)
sep2 = ra * ra + rb * rb - 2 * ra * rb * rng.uniform(-1, 1, count)
tail = np.mean(sep2 < (2 / threshold)**2)
tail_law = 4 / 3 * ALPHA**3 / threshold**3
assert abs(tail / tail_law - 1) < 0.15

# Ranges of minimum variance, rounded to two decimals
lo, hi = np.log(0.02), np.log(50.0)


def best_range(build):
    res = minimize_scalar(lambda t: moments(build(np.exp(t)), grid)[1],
                          bounds=(lo, hi), method="bounded",
                          options={"xatol": 1e-3})
    return round(float(np.exp(res.x)), 2)


gamma_n = best_range(lambda t: (ALPHA, Z, t, 0.0, 1.0))
beta_e = best_range(lambda t: (ALPHA, ALPHA, 1.0, 0.5, t))
beta_z = best_range(lambda t: (Z, Z, 1.0, 0.5, t))
res = minimize(lambda t: moments((ALPHA, Z, np.exp(t[0]), 0.5, np.exp(t[1])),
                                 grid)[1],
               np.log([gamma_n, beta_e]), method="Nelder-Mead",
               bounds=[(lo, hi), (lo, hi)],
               options={"xatol": 1e-3, "fatol": 1e-6, "maxiter": 200})
assert res.success
gamma_b, beta_b = [round(float(t), 2) for t in np.exp(res.x)]

cases = {"none": bare(ALPHA),
         "nuclear": (ALPHA, Z, gamma_n, 0.0, 1.0),
         "electron": (ALPHA, ALPHA, 1.0, 0.5, beta_e),
         "both": (ALPHA, Z, gamma_b, 0.5, beta_b)}
quad = {name: moments(par, fine) for name, par in cases.items()}
assert quad["both"][1] < quad["nuclear"][1] < quad["none"][1]
assert quad["both"][1] < quad["electron"][1] < quad["none"][1]
energy_z, variance_z = moments((Z, Z, 1.0, 0.5, beta_z), fine)
assert variance_z < bare_nuclear

# Metropolis sampling; initial walkers follow the bare product density
WALKERS, BURN, STEPS, WIDTH = 4000, 300, 1000, 0.30


def run_vmc(par):
    direction = rng.normal(size=(2, 3, WALKERS))
    direction /= np.sqrt((direction**2).sum(1, keepdims=True))
    x = direction * rng.gamma(3, 1 / (2 * ALPHA), (2, 1, WALKERS))
    r = np.array(distances(x))
    logp = 2 * log_psi(*r, par)
    sum1, sum2 = np.zeros(WALKERS), np.zeros(WALKERS)
    accepted, low, high = 0, np.inf, -np.inf
    for step in range(BURN + STEPS):
        trial = x + WIDTH * rng.standard_normal(x.shape)
        rt = np.array(distances(trial))
        logt = 2 * log_psi(*rt, par)
        ok = np.log1p(-rng.random(WALKERS)) < logt - logp
        x = np.where(ok, trial, x)
        r = np.where(ok, rt, r)
        logp = np.where(ok, logt, logp)
        if step >= BURN:
            el = local_energy(*r, par)
            sum1 += el
            sum2 += el * el
            accepted += ok.sum()
            low, high = min(low, el.min()), max(high, el.max())
    means = sum1 / STEPS
    mean = means.mean()
    error = means.std(ddof=1) / np.sqrt(WALKERS)
    variance = sum2.mean() / STEPS - mean**2
    inefficiency = WALKERS * STEPS * error**2 / variance
    return (mean, error, variance, inefficiency,
            accepted / (WALKERS * STEPS), low, high)


vmc = {name: run_vmc(par) for name, par in cases.items()}
for name in cases:
    assert abs(vmc[name][0] - quad[name][0]) < 4.5 * vmc[name][1]
    # Uncured 1/r terms have no finite fourth moment: slow variance estimate
    margin = 0.04 if name == "both" else 0.20
    assert abs(vmc[name][2] / quad[name][1] - 1) < margin

# Analytic bounds with both cusps, on samples and near every coalescence
lower = -12 * (Z - ALPHA) * gamma_b - 2 * Z**2 - 0.5 - 2 * Z
upper = 6 * beta_b - 2 * ALPHA**2 + 2 * Z
el_grid = local_energy(*fine[:3], cases["both"])
assert lower - 1e-3 < min(el_grid.min(), vmc["both"][5])
assert max(el_grid.max(), vmc["both"][6]) < upper + 1e-3
assert vmc["none"][6] > upper and vmc["none"][5] < lower

ry = physical_constants["Rydberg constant times hc in eV"][0]
print(f"Z = {Z:.0f}, common alpha = {ALPHA:.4f} 1/bohr")
print(f"Finite-difference error of E_L = {fd_error:.1e} Ry")
print(f"Bare energy, alpha=27/16: {bare_energy(ALPHA):.5f} Ry")
print(f"Bare variance, alpha=27/16: {bare_screened:.4f} Ry^2")
print(f"Bare variance, alpha=Z: {bare_nuclear:.4f} Ry^2")
print("Short-range drop times range parameter (Ry^2/bohr):")
print(f" law: nuclear {law_n:.3f}, electron {law_e:.3f}, b=1 {law_double:.3f}")
for g, dn, de, dd in law_rows:
    print(f" range {g:.0f}/bohr: {dn:.3f}, {de:.3f}, {dd:.3f}")
print(f"P(2/r12 > {threshold:.0f} Ry): sampled {tail:.3e}, law {tail_law:.3e}")
print(f"Nuclear cusp only: gamma = {gamma_n:.2f} 1/bohr")
print(f"Electron cusp only: beta = {beta_e:.2f} 1/bohr")
print(f"Both: gamma = {gamma_b:.2f}, beta = {beta_b:.2f} 1/bohr")
print(f"VMC: {WALKERS} walkers, {BURN} burn-in, {STEPS} measured steps")
print(f"Gaussian step width = {WIDTH:.2f} bohr per coordinate")
for name in cases:
    e, err, var, ineff, acc, low, high = vmc[name]
    print(f"Cusp {name}: quadrature E = {quad[name][0]:.5f} Ry, "
          f"Var = {quad[name][1]:.4f} Ry^2")
    print(f"  VMC E = {e:.5f} +- {err:.5f} Ry, Var = {var:.4f} Ry^2")
    print(f"  acceptance {acc:.3f}, correlation length {ineff:.1f} steps")
    print(f"  sampled E_L from {low:.2f} to {high:.2f} Ry")
print(f"Both-cusp E_L bounds: {lower:.2f} to {upper:.2f} Ry")
print(f"Variance ratio none/both = {quad['none'][1] / quad['both'][1]:.2f}")
print(f"alpha=Z, electron cusp: beta = {beta_z:.2f} 1/bohr")
print(f"  E = {energy_z:.5f} Ry, Var = {variance_z:.4f} Ry^2")
print(f"Both-cusp quadrature energy = {quad['both'][0] * ry:.3f} eV")
print("success")
```

Running it gives:

```
Z = 2, common alpha = 1.6875 1/bohr
Finite-difference error of E_L = 3.6e-09 Ry
Bare energy, alpha=27/16: -5.69531 Ry
Bare variance, alpha=27/16: 3.5892 Ry^2
Bare variance, alpha=Z: 4.4167 Ry^2
Short-range drop times range parameter (Ry^2/bohr):
 law: nuclear 12.014, electron 7.689, b=1 11.533
 range 100/bohr: 10.359, 7.643, 11.417
 range 1000/bohr: 11.720, 7.703, 11.560
P(2/r12 > 20 Ry): sampled 8.285e-04, law 8.009e-04
Nuclear cusp only: gamma = 2.06 1/bohr
Electron cusp only: beta = 0.59 1/bohr
Both: gamma = 0.51, beta = 0.49 1/bohr
VMC: 4000 walkers, 300 burn-in, 1000 measured steps
Gaussian step width = 0.30 bohr per coordinate
Cusp none: quadrature E = -5.69531 Ry, Var = 3.5892 Ry^2
  VMC E = -5.69590 +- 0.00251 Ry, Var = 3.7161 Ry^2
  acceptance 0.502, correlation length 6.8 steps
  sampled E_L from -177.23 to 255.03 Ry
Cusp nuclear: quadrature E = -5.70336 Ry, Var = 2.6208 Ry^2
  VMC E = -5.70566 +- 0.00226 Ry, Var = 2.6189 Ry^2
  acceptance 0.492, correlation length 7.8 steps
  sampled E_L from -10.13 to 309.57 Ry
Cusp electron: quadrature E = -5.75296 Ry, Var = 1.5050 Ry^2
  VMC E = -5.75299 +- 0.00180 Ry, Var = 1.5309 Ry^2
  acceptance 0.525, correlation length 8.4 steps
  sampled E_L from -246.44 to -3.50 Ry
Cusp both: quadrature E = -5.79080 Ry, Var = 0.1243 Ry^2
  VMC E = -5.79103 +- 0.00064 Ry, Var = 0.1240 Ry^2
  acceptance 0.496, correlation length 13.4 steps
  sampled E_L from -7.53 to -3.91 Ry
Both-cusp E_L bounds: -14.41 to 1.24 Ry
Variance ratio none/both = 28.87
alpha=Z, electron cusp: beta = 0.33 1/bohr
  E = -5.73823 Ry, Var = 0.3374 Ry^2
Both-cusp quadrature energy = -78.788 eV
success
```
